# MP2 dipole of water: unrelaxed density, relaxed density and finite field: test program

```python
# Result under test (closed-shell RHF reference, all-electron MP2, field-independent basis,
# atomic units, spin orbitals: i,j,k occupied; a,b,c virtual; p,q general; <pq||rs> antisym.):
#   h(F) = h + F z,  mu = -dE/dF,  E = E_HF + E2 - F*mu_nuc
#   t_ij^ab = <ij||ab>/(e_i+e_j-e_a-e_b)
#   D_ab = 1/2 sum t_ij^ac t_ij^bc,  D_ij = -1/2 sum t_ik^ab t_jk^ab     (unrelaxed correction)
#   L_ck = sum t_kj^ab <cj||ab> - sum t_ij^cb <ij||kb> + 2 sum D_pq <pc||qk>
#   A_ai,bj = (e_a-e_i) delta + <ab||ij> + <aj||ib>,  A U = -z (CPHF),  A Z = -L (Z-vector)
#   mu = mu_nuc - sum z_ii - sum D_pq z_pq - sum Z_ai z_ai               (relaxed dipole)
# Without the Z term the dipole is the derivative at frozen orbitals only.
# U is the rotation phi_i -> phi_i + U_ai phi_a, phi_a -> phi_a - U_ai phi_i.
import numpy as np
from scipy.linalg import expm
from scipy import constants as sc
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
bohr_A = sc.physical_constants['Bohr radius'][0] * 1e10
debye = sc.physical_constants['atomic unit of electric dipole mom.'][0] * sc.c / 1e-21
r_A, angle = 0.96, 104.5
r, half = r_A / bohr_A, np.radians(angle / 2)
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, r*np.sin(half), r*np.cos(half))],
                  ['H', (0, -r*np.sin(half), r*np.cos(half))]],
            unit='Bohr', basis='cc-pvdz', verbose=0)
nao, no = mol.nao, mol.nelectron // 2
nv = nao - no
S, h0, eri = mol.intor('int1e_ovlp'), scf.hf.get_hcore(mol), mol.intor('int2e')
r_ao = mol.intor('int1e_r')
z_ao, xx_ao = r_ao[2], mol.intor('int1e_rr').reshape(3, 3, nao, nao)[0, 0]
mu_nuc = mol.atom_charges() @ mol.atom_coords()

def transform(c1, c2, c3, c4):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, c1, c2, c3, c4, optimize=True)

def fock_ao(C, h):
    dm = 2 * C[:, :no] @ C[:, :no].T
    return h + np.einsum('pqrs,rs->pq', eri, dm) - 0.5 * np.einsum('prqs,rs->pq', eri, dm)

def semicanonical(C, f_ao):
    eo, uo = np.linalg.eigh(C[:, :no].T @ f_ao @ C[:, :no])
    ev, uv = np.linalg.eigh(C[:, no:].T @ f_ao @ C[:, no:])
    return np.hstack([C[:, :no] @ uo, C[:, no:] @ uv]), np.hstack([eo, ev])

def rotate(C, U):
    K = np.zeros((nao, nao)); K[no:, :no] = U; K[:no, no:] = -U.T
    return C @ expm(K)

def e2_doubles(C, f_ao):
    # closed-shell doubles energy for given orbital spaces and given Fock operator
    C, e = semicanonical(C, f_ao)
    g = transform(C[:, :no], C[:, no:], C[:, :no], C[:, no:])
    d = e[:no, None] - e[None, no:]
    return np.sum(g * (2*g - g.transpose(0, 3, 2, 1)) / (d[:, :, None, None] + d[None, None]))

def solve(h):
    # PySCF RHF, polished by Newton steps, then PySCF MP2
    mf = scf.RHF(mol); mf.chkfile = None
    mf.get_hcore = lambda *args: h
    mf.conv_tol = 1e-10; mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    for _ in range(3):
        f = fock_ao(C, h); C, e = semicanonical(C, f)
        g = transform(C, C, C, C); vo = g[no:, :no, no:, :no]
        H = 4*vo - g[no:, no:, :no, :no].transpose(0, 2, 1, 3) - vo.transpose(0, 3, 2, 1)
        H = H.reshape(nv*no, nv*no) + np.diag((e[no:, None] - e[None, :no]).ravel())
        grad = C[:, no:].T @ f @ C[:, :no]
        C = rotate(C, -np.linalg.solve(H, grad.ravel()).reshape(nv, no))
    C, e = semicanonical(C, fock_ao(C, h))
    dm = 2 * C[:, :no] @ C[:, :no].T
    assert abs(C[:, no:].T @ (h + mf.get_veff(mol, dm)) @ C[:, :no]).max() < 1e-11
    mf.mo_coeff, mf.mo_energy = C, e
    mf.e_tot = mf.energy_tot(dm)
    pt = mp.MP2(mf); pt.kernel()
    return dict(C=C, e=e, ehf=float(mf.e_tot), e2=float(pt.e_corr), pt=pt)

def d4(f, h):
    return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h)) / (12*h)

# analytic side in spin orbitals (index 2p + spin)
ref = solve(h0); C0 = ref['C']; f0 = fock_ao(C0, h0)
idx = np.arange(2*nao) // 2
same = (np.arange(2*nao)[:, None] % 2 == np.arange(2*nao)[None] % 2).astype(float)
g = transform(C0, C0, C0, C0)[np.ix_(idx, idx, idx, idx)]
g *= same[:, :, None, None] * same[None, None]
g = g.transpose(0, 2, 1, 3)
anti = g - g.transpose(0, 1, 3, 2)
eps = ref['e'][idx]; o, v = slice(0, 2*no), slice(2*no, 2*nao)
to_spin = lambda M: np.kron(M, np.eye(2))
gap = eps[v, None] - eps[None, o]
t = anti[o, o, v, v] / (-gap.T[:, None, :, None] - gap.T[None, :, None, :])
E2 = 0.25 * np.sum(t * anti[o, o, v, v])
D = np.zeros((2*nao, 2*nao))
D[o, o] = -0.5 * np.einsum('ikab,jkab->ij', t, t)
D[v, v] = 0.5 * np.einsum('ijac,ijbc->ab', t, t)
L_int = (np.einsum('kjab,cjab->ck', t, anti[v, o, v, v])
         - np.einsum('ijcb,ijkb->ck', t, anti[o, o, o, v]))
L_fock = 2 * np.einsum('pq,pcqk->ck', D, anti[:, v, :, o])
L = L_int + L_fock
n = gap.size
A = (np.einsum('abij->aibj', anti[v, v, o, o]) + np.einsum('ajib->aibj', anti[v, o, o, v]))
A = A.reshape(n, n) + np.diag(gap.ravel())
assert abs(A - A.T).max() < 1e-10
a_min = np.linalg.eigvalsh(A)[0]; assert a_min > 0
lin = lambda b: -np.linalg.solve(A, b.ravel()).reshape(gap.shape)
Z = lin(L)
P_hf = np.zeros_like(D); P_hf[o, o] = np.eye(2*no)
P_un = P_hf + D
P_rel = P_un.copy(); P_rel[v, o] = Z / 2; P_rel[o, v] = Z.T / 2
mo = lambda M: to_spin(C0.T @ M @ C0)
dip = lambda P: mu_nuc - np.array([np.sum(P * mo(r_ao[k])) for k in range(3)])
z = mo(z_ao)
mu_hf, mu_un, mu_rel = dip(P_hf)[2], dip(P_un)[2], dip(P_rel)[2]
mu_oo, mu_vv = -np.sum(D[o, o]*z[o, o]), -np.sum(D[v, v]*z[v, v])
mu_Z = -np.sum(Z * z[v, o])
mu_Zint, mu_Zfock = -np.sum(lin(L_int)*z[v, o]), -np.sum(lin(L_fock)*z[v, o])
mu_unc = mu_un + np.sum(L / gap * z[v, o])      # Z replaced by -L/(e_a - e_i)

# energy and unrelaxed density against PySCF; symmetry-forbidden components
assert abs(E2 - ref['e2']) < 1e-10
assert abs(P_un[0::2, 0::2] + P_un[1::2, 1::2] - ref['pt'].make_rdm1()).max() < 1e-9
assert abs(np.trace(D)) < 1e-12
assert abs(dip(P_un)[:2]).max() < 1e-9 and abs(dip(P_rel)[:2]).max() < 1e-9

# L and A against finite rotations along a random unit direction
h = 1e-3
R = np.random.default_rng(1).normal(size=(nv, no)); R /= np.linalg.norm(R)
def rot_full(s):
    C = rotate(C0, s*R); return e2_doubles(C, fock_ao(C, h0))
def rot_fvo(s):
    C = rotate(C0, s*R); return C[:, no:].T @ fock_ao(C, h0) @ C[:, :no]
dL = d4(rot_full, h)
dLint = d4(lambda s: e2_doubles(rotate(C0, s*R), f0), h)
assert abs(dL - np.sum(L*to_spin(R))) < 1e-8
assert abs(dLint - np.sum(L_int*to_spin(R))) < 1e-8
AR = (A @ to_spin(R).ravel()).reshape(gap.shape)
assert abs(to_spin(d4(rot_fvo, h)) - AR).max() < 1e-7

# frozen orbitals, field only in the oo and vv Fock blocks
mu_frozen = -d4(lambda F: e2_doubles(C0, f0 + F*z_ao), h)
assert abs(mu_frozen - (mu_oo + mu_vv)) < 1e-8

# full finite field
fld = {k: solve(h0 + k*h*z_ao) for k in (-2, -1, 1, 2)}
at = lambda F: fld[int(round(F/h))]
Ehf = lambda F: at(F)['ehf'] - F*mu_nuc[2]
Etot = lambda F: Ehf(F) + at(F)['e2']
ff_hf, ff_mp2 = -d4(Ehf, h), -d4(Etot, h)
two = lambda s: -(Etot(s) - Etot(-s)) / (2*s)
ratio = (two(2*h) - mu_rel) / (two(h) - mu_rel)
assert abs(ff_hf - mu_hf) < 1e-7
assert abs(ff_mp2 - mu_rel) < 1e-7
assert abs(ratio - 4) < 0.1
assert abs(ff_mp2 - mu_un) > 1e-3 and abs(ff_mp2 - mu_unc) > 1e-4

# CPHF response against the field derivative of the SCF density; interchange
def dens_vo(F):
    W = C0.T @ S @ at(F)['C'][:, :no]; return (W @ W.T)[no:, :no]
U_fd = to_spin(d4(dens_vo, h))
assert abs(U_fd - lin(z[v, o])).max() < 1e-7
mu_LU = -np.sum(L * U_fd)
assert abs(mu_LU - mu_Z) < 1e-8

# the same Z for another perturbation, lambda * x^2
def Exx(s):
    q = solve(h0 + s*xx_ao); return q['ehf'] + q['e2']
xx_ff = d4(Exx, h)
xx_hf, xx_un, xx_rel = (np.sum(P * mo(xx_ao)) for P in (P_hf, P_un, P_rel))
assert abs(xx_ff - xx_rel) < 1e-6 and abs(xx_ff - xx_un) > 1e-4

print(f"water MP2/cc-pVDZ: r(OH) = {r_A} angstrom, angle = {angle} deg")
print(f"H coordinates: y = +-{r*np.sin(half):.6f}, z = {r*np.cos(half):.6f} bohr")
print(f"basis functions {nao}, occupied {no}, virtual {nv}, spin-orbital ov pairs {n}")
print(f"E_HF = {ref['ehf']:.10f} Eh")
print(f"E2 formula = {E2:.10f} Eh, PySCF = {ref['e2']:.10f} Eh")
print(f"tr D_vv = {np.trace(D[v, v]):.6f}, tr D_oo = {np.trace(D[o, o]):.6f} electrons")
print(f"lowest eigenvalue of A = {a_min:.6f} Eh")
print(f"|L| = {np.linalg.norm(L):.6f} Eh, |Z| = {np.linalg.norm(Z):.6f} (dimensionless)")
print(f"random rotation L.R: formula {np.sum(L*to_spin(R)):.9f}, numeric {dL:.9f} Eh")
print(f"  integral part: formula {np.sum(L_int*to_spin(R)):.9f}, numeric {dLint:.9f} Eh")
print(f"field step h = {h} a.u.")
for k in (-2, -1, 1, 2):
    print(f"F = {k*h:+.3f} a.u.: E_HF = {Ehf(k*h):.11f}, E2 = {fld[k]['e2']:.11f} Eh")
for k in (-2, -1, 1, 2):
    print(f"F = {k*h:+.3f} a.u.: E_MP2 total = {Etot(k*h):.11f} Eh")
for name, val in [("nuclear", mu_nuc[2]), ("HF electronic", mu_hf - mu_nuc[2]),
                  ("HF total", mu_hf), ("HF finite field", ff_hf),
                  ("D_oo part", mu_oo), ("D_vv part", mu_vv),
                  ("D_oo + D_vv", mu_oo + mu_vv), ("frozen-orbital finite field of E2", mu_frozen),
                  ("Z part", mu_Z), ("  from integral terms of L", mu_Zint),
                  ("  from Fock term of L", mu_Zfock), ("-L.U with numerical U", mu_LU),
                  ("total correlation correction", mu_rel - mu_hf),
                  ("MP2 with uncoupled Z", mu_unc),
                  ("two-point, step h", two(h)), ("two-point, step 2h", two(2*h))]:
    print(f"mu_z {name}: {val:.8f} e a0")
print(f"two-point errors: {two(h)-mu_rel:.3e}, {two(2*h)-mu_rel:.3e} e a0, ratio {ratio:.3f}")
print(f"1 e a0 = {debye:.6f} D")
for name, val in [("HF", mu_hf), ("MP2 unrelaxed", mu_un), ("MP2 relaxed", mu_rel),
                  ("MP2 finite field (4-point)", ff_mp2)]:
    print(f"RESULT {name}: {val:.8f} e a0 = {val*debye:.5f} D")
print(f"relaxed - finite field = {mu_rel-ff_mp2:.1e} e a0")
print(f"unrelaxed - finite field = {mu_un-ff_mp2:.6f} e a0 = {(mu_un-ff_mp2)*debye:.5f} D")
print(f"share of Z part in correlation correction = {100*mu_Z/(mu_rel-mu_hf):.1f} %")
print(f"<x^2> HF = {xx_hf:.7f}, unrelaxed = {xx_un:.7f} bohr^2")
print(f"<x^2> relaxed = {xx_rel:.7f}, finite difference = {xx_ff:.7f} bohr^2")
print("finished without a failed check")
```

Running it gives:

```
water MP2/cc-pVDZ: r(OH) = 0.96 angstrom, angle = 104.5 deg
H coordinates: y = +-1.434419, z = 1.110646 bohr
basis functions 24, occupied 5, virtual 19, spin-orbital ov pairs 380
E_HF = -76.0266536619 Eh
E2 formula = -0.2041547996 Eh, PySCF = -0.2041547996 Eh
tr D_vv = 0.100475, tr D_oo = -0.100475 electrons
lowest eigenvalue of A = 0.274867 Eh
|L| = 0.088533 Eh, |Z| = 0.045780 (dimensionless)
random rotation L.R: formula 0.026618336, numeric 0.026618336 Eh
  integral part: formula 0.025542468, numeric 0.025542468 Eh
field step h = 0.001 a.u.
F = -0.002 a.u.: E_HF = -76.02504361501, E2 = -0.20422869436 Eh
F = -0.001 a.u.: E_HF = -76.02584607710, E2 = -0.20419166562 Eh
F = +0.001 a.u.: E_HF = -76.02746635855, E2 = -0.20411809456 Eh
F = +0.002 a.u.: E_HF = -76.02828415643, E2 = -0.20408154863 Eh
F = -0.002 a.u.: E_MP2 total = -76.22927230937 Eh
F = -0.001 a.u.: E_MP2 total = -76.23003774272 Eh
F = +0.001 a.u.: E_MP2 total = -76.23158445312 Eh
F = +0.002 a.u.: E_MP2 total = -76.23236570506 Eh
mu_z nuclear: 2.22129214 e a0
mu_z HF electronic: -1.41114962 e a0
mu_z HF total: 0.81014252 e a0
mu_z HF finite field: 0.81014252 e a0
mu_z D_oo part: 0.02263635 e a0
mu_z D_vv part: -0.03205034 e a0
mu_z D_oo + D_vv: -0.00941399 e a0
mu_z frozen-orbital finite field of E2: -0.00941399 e a0
mu_z Z part: -0.02737123 e a0
mu_z   from integral terms of L: -0.02941093 e a0
mu_z   from Fock term of L: 0.00203970 e a0
mu_z -L.U with numerical U: -0.02737123 e a0
mu_z total correlation correction: -0.03678523 e a0
mu_z MP2 with uncoupled Z: 0.77736225 e a0
mu_z two-point, step h: 0.77335520 e a0
mu_z two-point, step 2h: 0.77334892 e a0
two-point errors: -2.092e-06, -8.368e-06 e a0, ratio 4.000
1 e a0 = 2.541746 D
RESULT HF: 0.81014252 e a0 = 2.05918 D
RESULT MP2 unrelaxed: 0.80072853 e a0 = 2.03525 D
RESULT MP2 relaxed: 0.77335729 e a0 = 1.96568 D
RESULT MP2 finite field (4-point): 0.77335729 e a0 = 1.96568 D
relaxed - finite field = 1.5e-11 e a0
unrelaxed - finite field = 0.027371 e a0 = 0.06957 D
share of Z part in correlation correction = 74.4 %
<x^2> HF = 5.2337372, unrelaxed = 5.2559257 bohr^2
<x^2> relaxed = 5.2686900, finite difference = 5.2686900 bohr^2
finished without a failed check
```
